Roughness of a growing film without interlayer transport, part 1

(Sections cited here and not found follow in the second part.)

**First half: the height distribution and its meaning**

Atoms fall on a flat crystal surface and the film thickens. On some surfaces an atom that has landed on a terrace can wander freely over it but cannot step down at its edge, because an extra energy barrier stands there. This problem asks how rough such a film becomes, what diffusion on the terraces changes, and how much a real film departs from the ideal case.

The surface is a lattice of sites. The height h of a site is the number of deposited atoms stacked on it, so h is an integer and the bare substrate has h = 0. The assumptions are these.

- Atoms arrive at random, independently of one another and of the surface shape, at the same average rate F per site. The deposited coverage is θ = Ft, in monolayers (ML), where t is the time.
- There are no vacancies or overhangs, and no atom evaporates.
- An atom that lands on a column of height n − 1 belongs to layer n and stays in layer n. It may move sideways within that layer, over sites whose columns also have height n − 1. This is what "no interlayer transport" means here.

The roughness W is the root-mean-square deviation of h from its mean, measured in layers. Angle brackets denote an average over sites and over repetitions of the growth.

**(a) Let c_n be the fraction of sites covered by layer n. Find the equation for its growth. Does diffusion within the layers enter it?**

*Solution.* A site is covered by layer n if its height is at least n. Every site has height at least zero, so c_0 = 1. The sites with height exactly n are those covered by layer n but not by layer n + 1. Their fraction is

φ_n = c_n − c_(n+1).

Layer n gains an atom when an arriving atom lands on a column of height n − 1. The fraction of such columns is φ_(n−1) = c_(n−1) − c_n. In a short time dt an average of F dt atoms arrive per site, so

dc_n = F dt (c_(n−1) − c_n).

Since dθ = F dt, this becomes

dc_n/dθ = c_(n−1) − c_n, for n ≥ 1.

Now let an atom of layer n hop sideways. It leaves a column of height n, which drops to n − 1, and joins a column of height n − 1, which rises to n. One site loses layer n and another gains it. The coverage c_n is unchanged, and so is every other coverage. Diffusion within a layer therefore does not enter the equation at all.

Two features make this result stronger than it may look. First, the equation is linear in the coverages. Averaging it over repetitions of the growth produces no averages of products, so no approximation about correlations between neighbouring sites is needed. Secondly, the chance that the next atom lands at height n is φ_n, wherever those sites lie. The whole random history of the coverages, including its fluctuations, thus follows the same law with diffusion as without it.

The columns themselves need not be independent. With diffusion they are not, since an atom's final position depends on its neighbours. The histogram of heights does not record this.

**(b) The surface is flat at θ = 0. Find the fraction φ_n of sites at each height.**

*Solution.* Write the equation of part (a) for layer n and for layer n + 1, and subtract:

dφ_n/dθ = (c_(n−1) − c_n) − (c_n − c_(n+1)) = φ_(n−1) − φ_n.

For n = 0 there is no lower level to supply sites, because c_0 is constant and dc_1/dθ = φ_0. Hence

dφ_0/dθ = −φ_0.

The starting values are φ_0 = 1 and φ_n = 0 for n ≥ 1. All these equations can be solved together with the generating function

G(z, θ) = Σ φ_n z^n,

where the sum runs from n = 0 upwards and z is an auxiliary number. Multiply the equation for φ_n by z^n and sum over n:

∂G/∂θ = Σ φ_(n−1) z^n − Σ φ_n z^n.

In the first sum put n = m + 1. One factor z comes out, and the rest is G again:

Σ φ_(n−1) z^n = z Σ φ_m z^m = zG.

Therefore

∂G/∂θ = (z − 1)G.

At fixed z this is an ordinary exponential law. The initial value is G = 1, since only φ_0 differs from zero, and so

G(z, θ) = exp[θ(z − 1)] = e^(−θ) e^(θz).

Expanding the second exponential in powers of z gives

G = Σ e^(−θ) (θ^n/n!) z^n.

Comparison with the definition of G, power by power, yields

φ_n = e^(−θ) θ^n/n!.

This is the Poisson distribution. At θ = 1 it gives φ_0 = φ_1 = e^(−1) = 0.368, φ_2 = 0.184 and φ_3 = 0.061. After one full monolayer has been deposited, more than a third of the substrate is still bare, and the missing atoms sit in the second and higher layers. They landed there and could not come down.

**(c) Find the mean height and the roughness.**

*Solution.* Differentiate G once with respect to z:

∂G/∂z = Σ n φ_n z^(n−1).

At z = 1 this is the mean height. The explicit form of G gives ∂G/∂z = θG, and G = 1 at z = 1 because the fractions add up to one. Hence

⟨h⟩ = θ.

This must be so, since every deposited atom adds one layer at one site. A second differentiation gives

∂²G/∂z² = Σ n(n − 1) φ_n z^(n−2) = θ²G,

and at z = 1

⟨h(h − 1)⟩ = θ².

Now ⟨h²⟩ = ⟨h(h − 1)⟩ + ⟨h⟩ = θ² + θ. The mean-square deviation is

W² = ⟨h²⟩ − ⟨h⟩² = θ² + θ − θ² = θ.

The roughness in layers is therefore

W = √θ.

If d is the spacing between layers, the roughness as a length is d√θ. The square root belongs to the number of layers: the film thickness is H = dθ, and the roughness in terms of it is √(dH), not √H.

A direct numerical integration of the equations for φ_n gave W = 1.0000, 2.0000, 3.0000 and 5.0000 layers at 1, 4, 9 and 25 ML, in agreement with the formula.

In this model the absolute roughness grows without limit (on a real surface, descents at the increasingly dense steps slow it down), but the relative roughness W/θ = 1/√θ falls. A thick film of this kind has a rough surface and yet a well-defined average thickness.

**(d) How does this differ from perfect layer-by-layer growth, and how could a diffraction experiment tell the two apart?**

*Solution.* In perfect layer-by-layer growth each layer is completed before the next begins. A fraction f of the sites has height m + 1 and the remaining fraction 1 − f has height m. Measured from m, the mean height is f. The mean square is also f, because 0² = 0 and 1² = 1. Therefore

W² = f − f² = f(1 − f).

This is largest at f = 1/2, where W = 1/2 layer. It returns to zero whenever a layer is complete. Without interlayer transport the roughness passes that maximum already at θ = 1/4, and it never returns.

For diffraction, choose the angle and wavelength so that waves reflected from successive layers are exactly out of phase. Sites of height n then contribute with the sign (−1)^n. In the kinematic approximation, where each wave is scattered once, the amplitude of the mirror-like beam from a large surface is the average of these signs. Its intensity, relative to that of a flat surface, is

I = [Σ (−1)^n φ_n]².

The sum is G at z = −1, which equals exp(−2θ). Hence

I = e^(−4θ).

At 1 ML the numerical solution gives I = 0.018. For perfect layer-by-layer growth the amplitude is, apart from its sign, (1 − f) − f = 1 − 2f, so the intensity is (1 − 2f)². It vanishes at half filling and recovers to 1 at each complete layer. Oscillations of this intensity thus signal transport between layers. Without such transport the decay is smooth. The converse is less certain: weak transport may give oscillations too faint to detect, so a smooth decay alone does not prove that no atom descends. The diffusely scattered intensity around the beam is a separate matter: it depends on how the heights are arranged sideways.

**(e) Atoms that diffuse but cannot descend tend to build mounds. Show why, and show that the growth of the mounds agrees with part (c).**

*Solution.* Consider the flank of a mound as a staircase of terraces, each ℓ sites wide, with steps one layer high. The slope is m = 1/ℓ, in layers per site. An atom landing on a terrace wanders until it meets a step. At the lower edge it is turned back. At the other end it meets the side of the next terrace up, where it sticks. It therefore finishes next to the ascending step.

If the sites of the terrace are numbered j = 1 to ℓ from the ascending step, an atom landing at j moves j − 1 sites uphill. The average of j − 1 over the terrace is (ℓ − 1)/2, which is close to ℓ/2 for a wide terrace. Here "uphill" refers to the direction of the overall slope, since the atom itself stays at one level. Because F atoms arrive per site and unit time, the resulting current of atoms is

J = Fℓ/2 = F/(2m),

directed towards higher ground.

Such a current makes a flat surface unstable. Let h(x, t) now be the height smoothed over many terraces. Conservation of atoms along the direction x reads

∂h/∂t = F − ∂J/∂x.

On a nearly flat surface, terraces are bounded by newly nucleated islands and the formula F/(2m) no longer applies. By symmetry the current vanishes at zero slope. If it starts off in proportion to the slope and uphill, J = α ∂h/∂x with α > 0, then

∂h/∂t = F − α ∂²h/∂x².

Insert a small ripple, h = Ft + A(t) cos(qx). The second derivative of the cosine is −q² cos(qx), so

dA/dt = αq²A.

The ripple grows exponentially. This is the Villain instability: material flows from the hollows to the hills. The equation holds for gentle, long ripples. It does not by itself select the spacing of the mounds.

For developed mounds, return to J = F/(2m). Let δh = h − Ft be the deviation from the mean height. Then ∂δh/∂t = −∂J/∂x. Multiply by δh and average over a long stretch of surface:

(1/2) d⟨δh²⟩/dt = −⟨δh ∂J/∂x⟩ = ⟨J ∂δh/∂x⟩.

The last step is an integration by parts. Its boundary terms vanish on a periodic surface. The derivative ∂δh/∂x is the slope m, and J has the same sign as m, so their product is F/2 on either flank. Therefore

d⟨δh²⟩/dt = F, or ⟨δh²⟩ = Ft = θ.

This is the result of part (c), now obtained from the uphill current. The calculation is approximate: it takes wide terraces and ignores the summits and valley floors, where the staircase picture fails. It shows how the two descriptions fit together. With immobile atoms, the height variance comes from random differences between individual columns. With mobile atoms, the same variance is gathered into hills and hollows that extend over many sites. The width of the mounds does not appear in W. For a given θ, wide mounds have gentle flanks and narrow mounds have steep ones.

**Second half: descents, finite surfaces and a silver film**

The symbols and results carried over are these. The height of a site is h, in layers, and θ = Ft is the deposited coverage, with F the arrival rate per site. The fraction of sites covered by layer n is c_n, and the fraction with height exactly n is φ_n. If every atom stays in the layer on which it lands, φ_n = e^(−θ) θ^n/n!, the mean height is θ and the roughness is W = √θ layers. Diffusion within a layer changes none of this. The layer spacing is d.

**(f) Suppose now that some atoms do descend. How does the roughness depend on the number of descents?**

*Solution.* Build up h² atom by atom. Raising a column from n − 1 to n increases its squared height by

n² − (n − 1)² = 2n − 1.

An atom in layer n thus accounts for 2n − 1 in the sum of h² over all sites. If it descends by one layer, its share becomes 2(n − 1) − 1 = 2n − 3. Each one-layer descent therefore lowers the sum by 2, wherever it takes place.

An atom arriving on a column of height h raises the sum by 2(h + 1) − 1 = 2h + 1. Arrivals are spread evenly over the surface, so the average increase is 2⟨h⟩ + 1 = 2θ + 1. Let D be the number of one-layer descents per site since growth began. A fall through two layers counts twice, and a climb counts as −1. Then

d⟨h²⟩/dθ = 2θ + 1 − 2 dD/dθ.

Integration from the flat start gives ⟨h²⟩ = θ² + θ − 2D. Subtracting ⟨h⟩² = θ² leaves

W² = θ − 2D.

This balance does not depend on how the atoms descend. It contains the earlier result as the case D = 0. Since W² cannot be negative, D cannot exceed θ/2. A film that is flat at a whole number of layers has D = θ/2: on average, half a descent per deposited atom is enough to keep the surface smooth.

The condition for W = √θ can now be stated precisely. The roughness requires zero net descent, whereas the full Poisson distribution was derived for the stricter case in which no atom changes its layer.

Without interlayer transport the heights follow a Poisson distribution with W = √θ, whether or not atoms diffuse within their layers, and descents reduce the roughness according to W² = θ − 2D. It remains to find the mean and spread of W² on finite surfaces, to compare the results with simulations, and to estimate the descents in a silver film.
